# Curvature of Two Equal Bonded Strips with a Mismatch Strain: a program that tests the result

```python
# Result under test: two bonded layers of equal thickness and equal elastic
# constants bend to curvature = 3 * mismatch / (2 * total thickness).
# mismatch = free strain of top layer minus free strain of bottom layer.
# z is height above the mid-plane; length strain = mean strain + curvature*z.
# Roads used: (a) minimum of the elastic energy by quadrature, for narrow and
# wide strips; (b) two-dimensional finite elements without plane sections.
import numpy as np
from scipy.sparse import coo_matrix
from scipy.sparse.linalg import spsolve

GAUSS_X, GAUSS_W = np.polynomial.legendre.leggauss(3)


def layer_points(t_bottom, t_top):
    """Quadrature heights and weights; first three points are the bottom."""
    h = t_bottom + t_top
    z = np.concatenate([-h/2 + t_bottom*(1 + GAUSS_X)/2,
                        h/2 - t_top*(1 - GAUSS_X)/2])
    w = np.concatenate([t_bottom*GAUSS_W/2, t_top*GAUSS_W/2])
    return z, w


def narrow_strip(t_bottom, t_top, E_bottom, E_top, e_bottom, e_top):
    """Minimise energy per area; return mean strain, curvature, energy."""
    z, w = layer_points(t_bottom, t_top)
    modulus = np.repeat([E_bottom, E_top], 3)
    free = np.repeat([e_bottom, e_top], 3)
    root = np.sqrt(w*modulus)
    basis = np.column_stack([np.ones(6), z])
    p = np.linalg.lstsq(root[:, None]*basis, root*free, rcond=None)[0]
    energy = 0.5*np.sum(w*modulus*(basis @ p - free)**2)
    return p[0], p[1], energy


def wide_strip(t, E, nu, e_bottom, e_top):
    """Two-direction energy minimum for equal layers of thickness t."""
    z, w = layer_points(t, t)
    free = np.repeat([e_bottom, e_top], 3)
    Q = E/(1 - nu**2)*np.array([[1, nu], [nu, 1]])
    K, f = np.zeros((4, 4)), np.zeros(4)
    for zi, wi, ei in zip(z, w, free):
        G = np.array([[1, 0, zi/t, 0], [0, 1, 0, zi/t]])
        K += wi*G.T @ Q @ G
        f += wi*G.T @ Q @ np.array([ei, ei])
    p = np.linalg.solve(K, f)
    strain_x = p[0] + p[2]*z/t
    strain_y = p[1] + p[3]*z/t
    stress = Q[0, 0]*(strain_x - free) + Q[0, 1]*(strain_y - free)
    return p[0], p[2]/t, p[3]/t, z, w, stress


# ---------- worked example, SI units ----------
t = 0.25e-3
h = 2*t
E, nu = 90e9, 0.25
alpha_top, alpha_bottom, heating = 15e-6, 5e-6, 100.0
length, width = 40e-3, 5e-3
e_top, e_bottom = alpha_top*heating, alpha_bottom*heating
mismatch = e_top - e_bottom
M = E/(1 - nu)
curvature = 3*mismatch/(2*h)
radius = 1/curvature
bow = curvature*length**2/8
bow_arc = radius*(1 - np.cos(length/(2*radius)))
side_sag = curvature*width**2/8
layer_force = M*mismatch*h/16
layer_moment = M*mismatch*h**2/64

mean, k_narrow, energy_bent = narrow_strip(t, t, E, E, e_bottom, e_top)
mean_w, kx, ky, z, w, stress = wide_strip(t, E, nu, e_bottom, e_top)
assert np.isclose(k_narrow, curvature, rtol=1e-9)
assert np.allclose([kx, ky], curvature, rtol=1e-9)
assert np.allclose([mean, mean_w], (e_top + e_bottom)/2, rtol=1e-9)
assert abs(bow/bow_arc - 1) < 1e-3      # shallow-arc approximation
assert side_sag < 0.05*h                # small transverse deflection

# Stress profile, layer force and layer moment from the wide-strip minimum
top = z > 0
formula = M*mismatch*(-0.5*np.sign(z) + 1.5*z/h)
assert np.allclose(stress, formula, atol=1e-8*M*mismatch)
force_top = np.sum((w*stress)[top])
force_bottom = np.sum((w*stress)[~top])
moment_top = np.sum((w*stress*(z - h/4))[top])
moment_bottom = np.sum((w*stress*(z + h/4))[~top])
assert np.isclose(force_top, -layer_force, rtol=1e-7)
assert np.isclose(force_bottom, layer_force, rtol=1e-7)
assert np.allclose([moment_top, moment_bottom], layer_moment, rtol=1e-7)
line_top = np.polyfit(z[top], stress[top], 1)
stress_bond = np.polyval(line_top, 0.0)
stress_face = np.polyval(line_top, h/2)
zero_height = -line_top[1]/line_top[0]
assert np.isclose(stress_bond, -M*mismatch/2, rtol=1e-7)
assert np.isclose(stress_face, M*mismatch/4, rtol=1e-7)
assert np.isclose(zero_height, h/3, rtol=1e-7)

# Energy: flat state has curvature zero and the best uniform length strain
trial = np.linspace(e_bottom, e_top, 2001)
energy_flat = np.min(0.5*E*t*((trial - e_bottom)**2 + (trial - e_top)**2))
released = 1 - energy_bent/energy_flat
assert np.isclose(energy_flat, E*mismatch**2*h/8, rtol=1e-6)
assert np.isclose(energy_bent, E*mismatch**2*h/32, rtol=1e-7)

# Unequal layers, scaled to total thickness 1 and mismatch 1
for part in (0.1, 0.3, 0.5, 0.8):
    k_part = narrow_strip(1 - part, part, 1, 1, 0, 1)[1]
    assert np.isclose(k_part, 6*part*(1 - part), rtol=1e-8)
    assert k_part <= 1.5 + 1e-9
k_thickness = narrow_strip(2/3, 1/3, 1, 1, 0, 1)[1]
k_modulus = narrow_strip(0.5, 0.5, 1, 2, 0, 1)[1]
assert 1.4 < k_modulus < 1.5
film = 1e-4
k_film = narrow_strip(1, film, 1, 1, 0, 1)[1]
assert abs(k_film/(6*film) - 1) < 1e-3  # correction is of order film/substrate
stoney_ratio = (6*mismatch*t/t**2)/k_narrow
assert np.isclose(stoney_ratio, 8, rtol=1e-8)

# ---------- two-dimensional finite elements, plane stress ----------
# Total thickness 1, length 10, modulus 1, mismatch 1 (all in the top layer).
nx, nz, size, nu_fe = 80, 8, 0.125, 0.3
D = np.array([[1, nu_fe, 0], [nu_fe, 1, 0],
              [0, 0, (1 - nu_fe)/2]])/(1 - nu_fe**2)
unit_free = np.array([1.0, 1.0, 0.0])


def quadratic(s):
    return (np.array([s*(s - 1)/2, 1 - s*s, s*(s + 1)/2]),
            np.array([s - 0.5, -2*s, s + 0.5]))


def strain_matrix(s, r):
    (fx, dx), (fz, dz) = quadratic(s), quadratic(r)
    gx = np.outer(dx, fz).ravel()*2/size
    gz = np.outer(fx, dz).ravel()*2/size
    B = np.zeros((3, 18))
    B[0, 0::2], B[1, 1::2] = gx, gz
    B[2, 0::2], B[2, 1::2] = gz, gx
    return B


Ke, fe = np.zeros((18, 18)), np.zeros(18)
for s, ws in zip(GAUSS_X, GAUSS_W):
    for r, wr in zip(GAUSS_X, GAUSS_W):
        B = strain_matrix(s, r)
        area = ws*wr*size**2/4
        Ke += area*B.T @ D @ B
        fe += area*B.T @ D @ unit_free

rows_z = 2*nz + 1


def element_dofs(ix, iz):
    nodes = [(2*ix + a)*rows_z + 2*iz + b for a in range(3) for b in range(3)]
    return np.array([[2*n, 2*n + 1] for n in nodes]).ravel()


ndof = 2*(2*nx + 1)*rows_z
load = np.zeros(ndof)
rows, cols, vals = [], [], []
for ix in range(nx):
    for iz in range(nz):
        d = element_dofs(ix, iz)
        rows.append(np.repeat(d, 18))
        cols.append(np.tile(d, 18))
        vals.append(Ke.ravel())
        if iz >= nz//2:
            load[d] += fe
K = coo_matrix((np.concatenate(vals),
                (np.concatenate(rows), np.concatenate(cols))),
               shape=(ndof, ndof)).tocsr()
centre = nx*rows_z + nz
upper = nx*rows_z + 2*nz
pinned = [2*centre, 2*centre + 1, 2*upper]   # removes rigid motion only
keep = np.setdiff1d(np.arange(ndof), pinned)
disp = np.zeros(ndof)
disp[keep] = spsolve(K[keep][:, keep].tocsc(), load[keep])
step = 16                                  # nodes per unit of length
lift = disp[1::2].reshape(2*nx + 1, rows_z)[:, nz]
k_fe = -(lift[nx + step] + lift[nx - step] - 2*lift[nx])
assert abs(k_fe - 1.5) < 1e-4              # small remnant of end effects


def column_stress(ix):
    """Heights, length stresses and top-layer force in one element column."""
    heights, stresses, force = [], [], 0.0
    for iz in range(nz):
        free = unit_free if iz >= nz//2 else np.zeros(3)
        u = disp[element_dofs(ix, iz)]
        for s, ws in zip(GAUSS_X, GAUSS_W):
            for r, wr in zip(GAUSS_X, GAUSS_W):
                sx = (D @ (strain_matrix(s, r) @ u - free))[0]
                heights.append(-0.5 + size*(iz + (1 + r)/2))
                stresses.append(sx)
                if iz >= nz//2:
                    force += ws*wr*sx*size/4
    return np.array(heights), np.array(stresses), force


zf, sf, force_mid = column_stress(nx//2)
profile_error = np.max(np.abs(sf - (-0.5*np.sign(zf) + 1.5*zf)))
assert profile_error < 1e-4
assert abs(force_mid + 1/16) < 1e-5
ratio_one = column_stress(8)[2]/force_mid
ratio_two = column_stress(16)[2]/force_mid
assert abs(ratio_two - 1) < 0.01

# ---------- printed numbers ----------
print(f"Layer thickness: {t*1e3:.2f} mm")
print(f"Total thickness: {h*1e3:.2f} mm")
print(f"Young modulus: {E/1e9:.0f} GPa")
print(f"Poisson ratio: {nu:.2f}")
print(f"Wide-strip stiffness E/(1-nu): {M/1e9:.0f} GPa")
print(f"Expansion coefficient, top: {alpha_top*1e6:.0f} ppm/K")
print(f"Expansion coefficient, bottom: {alpha_bottom*1e6:.0f} ppm/K")
print(f"Heating: {heating:.0f} K")
print(f"Strip length: {length*1e3:.0f} mm")
print(f"Strip width: {width*1e3:.0f} mm")
print(f"Free strain, top: {e_top:.2e}")
print(f"Free strain, bottom: {e_bottom:.2e}")
print(f"Mismatch strain: {mismatch:.2e}")
print(f"Mean strain from energy minimum: {mean_w:.2e}")
print(f"Curvature from formula: {curvature:.4f} 1/m")
print(f"Curvature from energy, narrow strip: {k_narrow:.4f} 1/m")
print(f"Curvature from energy, wide strip: {kx:.4f} 1/m")
print(f"Radius of curvature: {radius*1e3:.1f} mm")
print(f"Bow, shallow-arc formula: {bow*1e3:.4f} mm")
print(f"Bow, exact circular arc: {bow_arc*1e3:.4f} mm")
print(f"Transverse sag: {side_sag*1e3:.4f} mm")
print(f"Top-layer stress at bond: {stress_bond/1e6:.1f} MPa")
print(f"Top-layer stress at outer face: {stress_face/1e6:.1f} MPa")
print(f"Height of zero stress, top layer: {zero_height*1e3:.4f} mm")
print(f"Top-layer force per width: {force_top:.1f} N/m")
print(f"Bottom-layer force per width: {force_bottom:.1f} N/m")
print(f"Moment per width in each layer: {moment_top:.5f} N")
print(f"Narrow-strip energy held flat: {energy_flat:.4f} J/m^2")
print(f"Narrow-strip energy after bending: {energy_bent:.4f} J/m^2")
print(f"Fraction of energy released: {released:.4f}")
print("Scaled curvature = curvature*total thickness/mismatch (no unit)")
print(f"Scaled curvature, equal layers: {k_narrow*h/mismatch:.4f}")
print(f"Scaled curvature, modulus ratio 2: {k_modulus:.4f}")
print(f"Scaled curvature, thickness ratio 2: {k_thickness:.4f}")
print(f"Stoney curvature / true, equal layers: {stoney_ratio:.3f}")
print(f"Scaled curvature, finite elements: {k_fe:.5f}")
print(f"Finite elements: length/thickness {nx*size:.0f}, nu {nu_fe:.1f}")
print(f"Largest stress error / (E*mismatch): {profile_error:.1e}")
print("Layer force / interior value, finite elements (no unit):")
print(f"  centred {8.5*size:.2f} thicknesses from end: {ratio_one:.4f}")
print(f"  centred {16.5*size:.2f} thicknesses from end: {ratio_two:.4f}")
print("all assertions hold")
```

It prints:

```
Layer thickness: 0.25 mm
Total thickness: 0.50 mm
Young modulus: 90 GPa
Poisson ratio: 0.25
Wide-strip stiffness E/(1-nu): 120 GPa
Expansion coefficient, top: 15 ppm/K
Expansion coefficient, bottom: 5 ppm/K
Heating: 100 K
Strip length: 40 mm
Strip width: 5 mm
Free strain, top: 1.50e-03
Free strain, bottom: 5.00e-04
Mismatch strain: 1.00e-03
Mean strain from energy minimum: 1.00e-03
Curvature from formula: 3.0000 1/m
Curvature from energy, narrow strip: 3.0000 1/m
Curvature from energy, wide strip: 3.0000 1/m
Radius of curvature: 333.3 mm
Bow, shallow-arc formula: 0.6000 mm
Bow, exact circular arc: 0.5998 mm
Transverse sag: 0.0094 mm
Top-layer stress at bond: -60.0 MPa
Top-layer stress at outer face: 30.0 MPa
Height of zero stress, top layer: 0.1667 mm
Top-layer force per width: -3750.0 N/m
Bottom-layer force per width: 3750.0 N/m
Moment per width in each layer: 0.46875 N
Narrow-strip energy held flat: 5.6250 J/m^2
Narrow-strip energy after bending: 1.4063 J/m^2
Fraction of energy released: 0.7500
Scaled curvature = curvature*total thickness/mismatch (no unit)
Scaled curvature, equal layers: 1.5000
Scaled curvature, modulus ratio 2: 1.4545
Scaled curvature, thickness ratio 2: 1.3333
Stoney curvature / true, equal layers: 8.000
Scaled curvature, finite elements: 1.50000
Finite elements: length/thickness 10, nu 0.3
Largest stress error / (E*mismatch): 2.3e-11
Layer force / interior value, finite elements (no unit):
  centred 1.06 thicknesses from end: 0.9999
  centred 2.06 thicknesses from end: 1.0000
all assertions hold
```
